# The Liu-Peng renormalization in X2C: derivation, principal-root form and basis covariance: a program that tests the result

```python
# Result under test (atomic units). Matrix Dirac problem H C = M C e with
# H=[[V,T],[T,W/4c^2-T]], M=diag(S,T/2c^2); X=C_S C_L^-1 (upper n states),
# St = S + X^+ M_SS X, L = NESC Hamiltonian, h = R^+ L R.
# Liu-Peng R = S^-1/2 (S^-1/2 St S^-1/2)^-1/2 S^1/2 solves R^+ St R = S, has S R > 0,
# minimises D = tr S^-1 (Psi-Phi)^+ M (Psi-Phi), Psi=[R;XR], Phi=[1;0],
# equals the principal root (S^-1 St)^-1/2, and under invertible changes A (large),
# B (small): X'=B^-1 X A, R'=A^-1 R A, h'=A^+ h A.  R_old = St^-1/2 S^1/2 is not covariant.
import numpy as np
import scipy.linalg as sl
from scipy.constants import fine_structure, physical_constants
from pyscf import gto, scf, lib

scf.hf.MUTE_CHKFILE = True
c = 1.0 / fine_structure
lib.param.LIGHT_SPEED = c
eV = physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(7)
inv = np.linalg.inv
def dag(a): return a.conj().T
def herm(a): return 0.5 * (a + dag(a))
def rel(a, b): return np.linalg.norm(a - b) / np.linalg.norm(b)
def hpow(a, p):
    w, v = np.linalg.eigh(herm(a))
    assert w.min() > 0
    return (v * w**p) @ dag(v)
def r_lp(S, St):
    si = hpow(S, -0.5)
    return si @ hpow(si @ St @ si, -0.5) @ hpow(S, 0.5)
def r_old(S, St): return hpow(St, -0.5) @ hpow(S, 0.5)
def dirac(S, T, V, W):
    return np.block([[V, T], [T, W / (4 * c * c) - T]]), sl.block_diag(S, T / (2 * c * c))
def nesc(H, M, n):
    e, C = sl.eigh(herm(H), herm(M))
    assert e[n - 1] < -2 * c * c < e[n]
    CL, CS = C[:n, n:], C[n:, n:]
    X = np.linalg.solve(CL.T, CS.T).T
    Y = np.vstack([np.eye(n), X])
    return X, herm(dag(Y) @ M @ Y), herm(dag(Y) @ H @ Y), e[n:], CL
def change(H, M, A, B):
    U = sl.block_diag(A, B)
    return dag(U) @ H @ U, dag(U) @ M @ U
def fmt(a): return ' '.join('%.6f' % x for x in np.real(a).ravel())

# ---- 2x2 model
S2 = np.array([[1, .5], [.5, 1.]]); St2 = S2 + np.diag([.4, .1]); A2 = np.diag([2., 1.])
N2 = inv(S2) @ St2
sd = np.sqrt(np.linalg.det(N2)); den = np.sqrt(np.trace(N2) + 2 * sd)
assert rel(inv((N2 + sd * np.eye(2)) / den), r_lp(S2, St2)) < 1e-13
S2p, St2p = A2 @ S2 @ A2, A2 @ St2 @ A2
assert rel(A2 @ r_lp(S2p, St2p) @ inv(A2), r_lp(S2, St2)) < 1e-13
assert rel(A2 @ r_old(S2p, St2p) @ inv(A2), r_old(S2, St2)) > 1e-3
print('2x2 model, dimensionless, matrices by rows')
print('S:', fmt(S2), '| St:', fmt(St2))
print('A:', fmt(A2))
print('S^-1 St:', fmt(N2))
print('trace %.6f det %.6f sqrt(det) %.6f' % (np.trace(N2), sd * sd, sd))
print('sqrt(trace+2 sqrt det) %.6f' % den)
print('eigenvalues of S^-1 St:', fmt(np.sort(np.linalg.eigvals(N2).real)))
print('R:', fmt(r_lp(S2, St2)))
print("R' :", fmt(r_lp(S2p, St2p)))
print("A R' A^-1:", fmt(A2 @ r_lp(S2p, St2p) @ inv(A2)))
print('S R:', fmt(S2 @ r_lp(S2, St2)))
print('R_old:', fmt(r_old(S2, St2)))
print("A R_old' A^-1:", fmt(A2 @ r_old(S2p, St2p) @ inv(A2)))
print('S R_old:', fmt(S2 @ r_old(S2, St2)))

# ---- Zn atom
Z, beta = 30, 3.0
etb = [(0, 16, 0.06), (1, 10, 0.2), (2, 6, 0.15)]
basis = [[l, [a * beta**k, 1.0]] for l, m, a in etb for k in range(m)]
mol = gto.M(atom='Zn 0 0 0', basis={'Zn': basis}, verbose=0)
n = mol.nao; I = np.eye(n)
S, T, V, W = [mol.intor(k) for k in ('int1e_ovlp', 'int1e_kin', 'int1e_nuc', 'int1e_pnucp')]
H, M = dirac(S, T, V, W)
X, St, L, e4, CL = nesc(H, M, n)
R, Ro = r_lp(S, St), r_old(S, St)
h, ho = herm(dag(R) @ L @ R), herm(dag(Ro) @ L @ Ro)
sh, si = hpow(S, 0.5), hpow(S, -0.5)

# renormalization, positivity, spectrum
assert rel(dag(R) @ St @ R, S) < 1e-10 and rel(dag(Ro) @ St @ Ro, S) < 1e-10
assert rel(S @ R, dag(S @ R)) < 1e-10 and np.linalg.eigvalsh(herm(S @ R)).min() > 0
asym_old = rel(S @ Ro, dag(S @ Ro)); assert asym_old > 1e-4
rev = np.linalg.eigvals(R)
assert abs(rev.imag).max() < 1e-8 and 0 < rev.real.min() and rev.real.max() < 1 + 1e-10
for hh in (h, ho):
    assert np.max(abs(sl.eigh(hh, S)[0] - e4) / (1 + abs(e4))) < 1e-6
e1s = sl.eigh(h, S)[0][0]; e_dirac = c * c * (np.sqrt(1 - (Z / c)**2) - 1)
assert abs(e1s / e_dirac - 1) < 1e-3   # basis-set error; relativistic shift is about 1e-2

# principal root by Schur method, quadrature and Cholesky factor
N = np.linalg.solve(S, St)
d_schur = rel(inv(sl.sqrtm(N)), R)
nq = 60; th = (np.arange(nq) + 0.5) * np.pi / (2 * nq)
d_quad = rel(sum(inv(np.sin(t)**2 * I + np.cos(t)**2 * N) for t in th) / nq, R)
F = np.linalg.cholesky(S); Fi = inv(F)
d_chol = rel(dag(Fi) @ hpow(Fi @ St @ dag(Fi), -0.5) @ dag(F), R)
assert max(d_schur, d_quad, d_chol) < 1e-8
lam, Zv = sl.eigh(St, S); sg = np.ones(n); sg[-1] = -1
Rf = (Zv * (sg / np.sqrt(lam))) @ dag(Zv) @ S   # non-principal root
assert rel(dag(Rf) @ St @ Rf, S) < 1e-9 and rel(inv(Rf @ Rf), N) < 1e-9
assert np.linalg.eigvalsh(herm(S @ Rf)).min() < 0

# closest transformation: distance from definition, and SVD polar factor
def dist(Rm):
    d = np.vstack([Rm - I, X @ Rm])
    return np.trace(np.linalg.solve(S, dag(d) @ M @ d)).real
assert abs(dist(R) - (2 * n - 2 * np.trace(R))) < 1e-8
assert abs(dist(Ro) - (2 * n - 2 * np.trace(Ro))) < 1e-8 and dist(Ro) > dist(R) + 1e-7
for trial in range(4):
    K = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n)); K = (K - dag(K)) / n
    for eps in (1e-2, -1e-2, 1.0):
        assert dist(R @ si @ sl.expm(eps * K) @ sh) > dist(R) + 1e-7
O = sh @ CL; u, p = sl.polar(O, side='left')
d_polar = rel(si @ O @ dag(u) @ sh, R); assert d_polar < 1e-8
mx = scf.RHF(mol).sfx2c1e(); mx.with_x2c.xuncontract = False
d_pyscf = rel(mx.get_hcore(), h); assert d_pyscf < 1e-7 and rel(ho, h) > 1e-4

# free particle: Foldy-Wouthuysen factor
H0, M0 = dirac(S, T, 0 * S, 0 * S); St0 = nesc(H0, M0, n)[1]
t, Ct = sl.eigh(T, S); Ep = c * np.sqrt(c * c + 2 * t)
Rfw = (Ct * np.sqrt((Ep + c * c) / (2 * Ep))) @ dag(Ct) @ S
d_fw, d_fw_old = rel(r_lp(S, St0), Rfw), rel(r_old(S, St0), Rfw)
assert d_fw < 1e-8 and d_fw_old > 1e-4

# covariance: everything recomputed in the new basis, then mapped back
def rand():
    return I + 0.3 * (rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))) / np.sqrt(2 * n)
def rebuilt(A, B, rule):
    Hp, Mp = change(H, M, A, B)
    Xp, Stp, Lp = nesc(Hp, Mp, n)[:3]
    Rp = rule(Mp[:n, :n], Stp); Ai = inv(A)
    return B @ Xp @ Ai, A @ Rp @ Ai, herm(dag(Ai) @ dag(Rp) @ Lp @ Rp @ Ai)
loc = mol.ao_loc_nr(); sc = np.ones(n); keep = []
for ib in range(mol.nbas):
    if ib % 2: sc[loc[ib]:loc[ib + 1]] = 2.0
    else: keep += list(range(loc[ib], loc[ib + 1]))
Asc = np.diag(sc); Ar, Br = rand(), rand(); Q = np.linalg.qr(rand())[0]
cases = {'rescaled': (Asc, Asc), 'Lowdin': (si, si), 'unitary': (Q, Q), 'random': (Ar, Br)}
new = {k: rebuilt(a, b, r_lp) for k, (a, b) in cases.items()}
old = {k: rebuilt(a, b, r_old) for k, (a, b) in cases.items()}
for k in cases:   # dense mixing of T (range about 1e9) limits the accuracy of X
    assert rel(new[k][0], X) < 1e-5 and rel(new[k][1], R) < 1e-6 and rel(new[k][2], h) < 1e-6
assert rel(old['unitary'][1], Ro) < 1e-6 and rel(old['Lowdin'][1], R) < 1e-6
assert rel(old['rescaled'][1], Ro) > 1e-4 and rel(old['random'][1], Ro) > 1e-4
P = I[:, keep]; Hs, Ms = change(H, M, P, P); m = len(keep)
_, Sts, Ls, _, _ = nesc(Hs, Ms, m); Rs = r_lp(Ms[:m, :m], Sts)
d_rect = rel(dag(Rs) @ Ls @ Rs, P.T @ h @ P); assert d_rect > 1e-4

# RHF with untransformed Coulomb interaction
eri = mol.intor('int2e', aosym='s8')
def rhf(hc, dm=None):
    mf = scf.RHF(mol); mf._eri = eri; mf.conv_tol = 1e-9; mf.max_cycle = 100
    hc = np.ascontiguousarray(hc.real); mf.get_hcore = lambda *a: hc
    mf.kernel(dm0=dm); assert mf.converged
    return mf
ref = rhf(h); dm = ref.make_rdm1(); E = ref.e_tot
E_sc, E_rn = rhf(new['rescaled'][2], dm).e_tot, rhf(new['random'][2], dm).e_tot
Eo, Eo_sc = rhf(ho, dm).e_tot, rhf(old['rescaled'][2], dm).e_tot
Eo_lo = rhf(old['Lowdin'][2], dm).e_tot
assert abs(E_sc - E) < 1e-6 and abs(E_rn - E) < 1e-5 and abs(Eo_lo - E) < 1e-5
assert abs(Eo - E) > 3e-5 and abs(Eo_sc - Eo) > 3e-5

print('Zn: Z = %d, c = %.6f au, n = %d functions, ratio %.1f' % (Z, c, n, beta))
for l, mm, a in etb:
    print('l=%d: %d shells, exponents %.3g to %.4g bohr^-2' % (l, mm, a, a * beta**(mm - 1)))
print('cond S %.1f, cond A %.2f, cond B %.2f' % tuple(np.linalg.cond(x) for x in (S, Ar, Br)))
print('eigenvalues of S^-1 St: %.6f to %.6f' % (lam[0], lam[-1]))
print('eigenvalues of R: %.6f to %.6f' % (rev.real.min(), rev.real.max()))
print('distance D: R %.6f, R_old %.6f' % (dist(R), dist(Ro)))
print('rel asymmetry of S R_old: %.2e' % asym_old)
print('rel dev R vs Schur %.1e, quadrature %.1e' % (d_schur, d_quad))
print('rel dev R vs Cholesky %.1e, polar %.1e' % (d_chol, d_polar))
print('rel dev h vs pyscf %.1e; h_old vs h %.2e' % (d_pyscf, rel(ho, h)))
print('free-particle FW factor rel dev: R %.1e, R_old %.2e' % (d_fw, d_fw_old))
for k in cases:
    print('%s: covariance defect R %.1e, R_old %.2e' % (k, rel(new[k][1], R), rel(old[k][1], Ro)))
print('truncation to %d functions: rel dev of h %.2e' % (m, d_rect))
print('1s one-electron: X2C %.5f, 4c matrix %.5f Eh' % (e1s, e4[0]))
print('1s R_old %.5f Eh' % sl.eigh(ho, S)[0][0])
print('1s Dirac formula %.5f, Schroedinger %.5f Eh' % (e_dirac, -Z * Z / 2))
print('RHF HOMO %.5f Eh' % ref.mo_energy[mol.nelectron // 2 - 1])
print('RHF R normalized %.6f Eh' % E)
print('RHF R rescaled %.6f Eh, random %.6f Eh' % (E_sc, E_rn))
print('RHF R_old normalized %.6f Eh' % Eo)
print('RHF R_old rescaled %.6f Eh, Lowdin %.6f Eh' % (Eo_sc, Eo_lo))
print('R_old - R, normalized: %.6f Eh = %.4f eV' % (Eo - E, (Eo - E) * eV))
print('R_old rescaled - normalized: %.6f Eh = %.4f eV' % (Eo_sc - Eo, (Eo_sc - Eo) * eV))
print('verified')
```

It prints:

```
2x2 model, dimensionless, matrices by rows
S: 1.000000 0.500000 0.500000 1.000000 | St: 1.400000 0.500000 0.500000 1.100000
A: 2.000000 0.000000 0.000000 1.000000
S^-1 St: 1.533333 -0.066667 -0.266667 1.133333
trace 2.666667 det 1.720000 sqrt(det) 1.311488
sqrt(trace+2 sqrt det) 2.299922
eigenvalues of S^-1 St: 1.092963 1.573703
R: 0.810531 0.022102 0.088408 0.943143
R' : 0.810531 0.011051 0.176816 0.943143
A R' A^-1: 0.810531 0.022102 0.088408 0.943143
S R: 0.854735 0.493674 0.493674 0.954194
R_old: 0.818298 0.038573 0.069870 0.935097
A R_old' A^-1: 0.827005 0.057719 0.048275 0.925362
S R_old: 0.853233 0.506122 0.479018 0.954384
Zn: Z = 30, c = 137.035999 au, n = 76 functions, ratio 3.0
l=0: 16 shells, exponents 0.06 to 8.609e+05 bohr^-2
l=1: 10 shells, exponents 0.2 to 3937 bohr^-2
l=2: 6 shells, exponents 0.15 to 36.45 bohr^-2
cond S 462.2, cond A 2.25, cond B 2.32
eigenvalues of S^-1 St: 1.000002 to 1.936712
eigenvalues of R: 0.718567 to 0.999999
distance D: R 3.554025, R_old 3.559344
rel asymmetry of S R_old: 9.81e-03
rel dev R vs Schur 1.1e-14, quadrature 1.1e-14
rel dev R vs Cholesky 1.0e-14, polar 1.4e-14
rel dev h vs pyscf 4.1e-15; h_old vs h 1.90e-02
free-particle FW factor rel dev: R 1.7e-14, R_old 1.10e-02
rescaled: covariance defect R 2.1e-14, R_old 7.56e-03
Lowdin: covariance defect R 1.1e-14, R_old 1.12e-02
unitary: covariance defect R 2.7e-14, R_old 2.71e-14
random: covariance defect R 3.1e-14, R_old 1.44e-02
truncation to 38 functions: rel dev of h 4.02e-02
1s one-electron: X2C -455.50478, 4c matrix -455.50478 Eh
1s R_old -455.50478 Eh
1s Dirac formula -455.52491, Schroedinger -450.00000 Eh
RHF HOMO -0.29807 Eh
RHF R normalized -1793.985315 Eh
RHF R rescaled -1793.985315 Eh, random -1793.985315 Eh
RHF R_old normalized -1794.200803 Eh
RHF R_old rescaled -1794.209079 Eh, Lowdin -1793.985315 Eh
R_old - R, normalized: -0.215488 Eh = -5.8637 eV
R_old rescaled - normalized: -0.008276 Eh = -0.2252 eV
verified
```
